# From random telegraph signals to 1/f noise between two cutoff rates: a numerical check

```python
"""
Result under test
  A two-level signal with jump rates up and down has the one-sided spectrum
      S(f) = 4 A g / (g^2 + w^2),  A = step^2 p0 p1,  g = up + down,  w = 2 pi f.
  N independent signals of equal variance A, with g log-uniform on [g1, g2], have
  the rate-averaged spectrum
      S(f) = 4 N A / (L w) * [atan(g2/w) - atan(g1/w)],  L = ln(g2/g1),
  which tends to N A / (L f) for g1 << w << g2.
Units: current in nA, time in s, rates in 1/s, spectra in nA^2/Hz.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
TWO_PI = 2 * np.pi


def generator(up, down):
    """Master equation dp/dt = G p for p = (p0, p1)."""
    return np.array([[-up, down], [up, -down]], dtype=float)


def stationary(G):
    """Long-time limit of the occupation, started in the first state."""
    slowest = np.min(np.abs(np.diag(G)))
    return expm(G * 60 / slowest)[:, 0]


def covariance(G, x, p, t):
    """Covariance from its definition, using the transition matrix."""
    return x @ expm(G * t) @ (x * p) - (x @ p) ** 2


def lorentzian(f, A, g):
    return 4 * A * g / (g**2 + (TWO_PI * f) ** 2)


# ---------- one random telegraph signal ----------
up, down = 300.0, 100.0
levels = np.array([5.0, 7.0])
step = levels[1] - levels[0]
g = up + down
p1 = up / g
A = step**2 * p1 * (1 - p1)
G = generator(up, down)
p = stationary(G)
assert abs(p[1] - p1) < 1e-10
for t in (0.0, 0.001, 0.004, 0.01):
    assert abs(covariance(G, levels, p, t) - A * np.exp(-g * t)) < 1e-10

# spectrum by cosine quadrature of the master-equation covariance
for f in (5.0, 60.0, 300.0):
    integral = quad(lambda t: covariance(G, levels, p, t), 0, 40 / g,
                    weight="cos", wvar=TWO_PI * f, epsabs=1e-11, limit=200)[0]
    assert abs(4 * integral / lorentzian(f, A, g) - 1) < 1e-5
area = quad(lambda f: lorentzian(f, A, g), 0, np.inf)[0]
assert abs(area / A - 1) < 1e-6

# spectrum from simulated jumps: exact Fourier integral of each record
records, segments, duration = 6000, 260, 1.0
first = (rng.random(records) < p1).astype(int)
state = (first[:, None] + np.arange(segments)) % 2
dwell = rng.exponential(size=state.shape) / np.where(state == 0, up, down)
ends = np.cumsum(dwell, axis=1)
assert ends[:, -1].min() > duration
edges = np.minimum(np.hstack([np.zeros((records, 1)), ends]), duration)
sim_freqs = (20.0, 60.0, 200.0, 600.0)
sim_spectrum = []
for f in sim_freqs:
    w = TWO_PI * f
    phase = np.exp(-1j * w * edges)
    amplitude = np.sum(levels[state] * (phase[:, :-1] - phase[:, 1:]), axis=1) / (1j * w)
    value = 2 * np.mean(np.abs(amplitude) ** 2) / duration
    sim_spectrum.append(value)
    # statistical error is about 1/sqrt(records) = 1.3 percent
    assert abs(value / lorentzian(f, A, g) - 1) < 0.07

# ---------- independent signals: covariances add ----------
G_b, levels_b = generator(20.0, 50.0), np.array([1.0, 4.0])
joint_G = np.kron(G, np.eye(2)) + np.kron(np.eye(2), G_b)
joint_x = np.kron(levels, np.ones(2)) + np.kron(np.ones(2), levels_b)
joint_p = stationary(joint_G)
p_b = stationary(G_b)
for t in (0.0, 0.003, 0.02):
    separate = covariance(G, levels, p, t) + covariance(G_b, levels_b, p_b, t)
    assert abs(covariance(joint_G, joint_x, joint_p, t) - separate) < 1e-9

# ---------- many signals with log-uniform rates ----------
N, small_step = 400, 0.1
A1 = small_step**2 / 4          # equal up and down rates: p0 = p1 = 1/2
NA = N * A1
g1, g2 = 1.0, 1.0e6
L = np.log(g2 / g1)


def averaged_numeric(f):
    """Quadrature over u = ln(g), which is uniformly distributed."""
    u_peak = np.log(TWO_PI * f)
    cuts = [u_peak] if np.log(g1) < u_peak < np.log(g2) else None
    return N * quad(lambda u: lorentzian(f, A1, np.exp(u)), np.log(g1), np.log(g2),
                    points=cuts, epsabs=0, epsrel=1e-10, limit=200)[0] / L


def averaged_formula(f):
    w = TWO_PI * f
    return 4 * NA / (L * w) * (np.arctan(g2 / w) - np.arctan(g1 / w))


def one_over_f(f):
    return NA / (L * f)


def exponent(spectrum, f, h=1e-3):
    """Local slope d ln S / d ln f by central difference."""
    return (np.log(spectrum(f * np.exp(h))) - np.log(spectrum(f * np.exp(-h)))) / (2 * h)


f1, f2 = g1 / TWO_PI, g2 / TWO_PI
f_mid = np.sqrt(f1 * f2)
table_freqs = (0.01, f1, 1.0, 10.0, f_mid, 1e3, 1e4, f2, 1e7)
for f in table_freqs:
    assert abs(averaged_numeric(f) / averaged_formula(f) - 1) < 1e-7
for f in (1.0, 10.0, 100.0, 1e3, 1e4):
    w = TWO_PI * f
    shortfall = 1 - averaged_numeric(f) / one_over_f(f)
    assert 0 < shortfall <= 2 / np.pi * (w / g2 + g1 / w)
for f in (f1, f2):
    assert abs(averaged_numeric(f) / one_over_f(f) - 0.5) < 1e-4
assert abs(exponent(averaged_numeric, f_mid) + 1) < 1e-6

plateau = 4 * NA / L * (1 / g1 - 1 / g2)
assert abs(averaged_numeric(1e-3 * f1) / plateau - 1) < 1e-5
f_high = 1e3 * f2
tail = 4 * NA * (g2 - g1) / (L * (TWO_PI * f_high) ** 2)
assert abs(averaged_numeric(f_high) / tail - 1) < 1e-5

total_area = quad(lambda v: np.exp(v) * averaged_formula(np.exp(v)),
                  np.log(1e-6), np.log(1e11), limit=400)[0]
law_area = quad(lambda v: np.exp(v) * one_over_f(np.exp(v)), np.log(f1), np.log(f2))[0]
assert abs(total_area / NA - 1) < 1e-4
assert abs(law_area / NA - 1) < 1e-8

# frequencies at which the true spectrum is 10 percent below the 1/f law
def ratio_minus(f):
    return averaged_formula(f) / one_over_f(f) - 0.9


f_low10 = brentq(ratio_minus, f1, f_mid)
f_high10 = brentq(ratio_minus, f_mid, f2)

# finite samples: barriers drawn uniformly, rates thermally activated
f_probe, samples = 100.0, 4000
barrier_over_kT = rng.uniform(0, L, size=(samples, N))
sample_spectra = lorentzian(f_probe, A1, g2 * np.exp(-barrier_over_kT)).sum(axis=1)
scatter_sim = sample_spectra.std() / sample_spectra.mean()
scatter_formula = np.sqrt((2 * L / np.pi**2 - 1) / N)
assert abs(sample_spectra.mean() / one_over_f(f_probe) - 1) < 0.01
assert abs(scatter_sim / scatter_formula - 1) < 0.06
temperature = 300.0
barrier_span = L * constants.k * temperature / constants.e * 1e3

# counterexample: rates uniform in g itself
def uniform_rates(f):
    return N * quad(lambda u: np.exp(u) * lorentzian(f, A1, np.exp(u)),
                    np.log(g1), np.log(g2), epsabs=0, epsrel=1e-10,
                    limit=200)[0] / (g2 - g1)


slope_uniform = exponent(uniform_rates, f_probe)
slope_log = exponent(averaged_numeric, f_probe)
assert abs(slope_log + 1) < 0.01 and -0.3 < slope_uniform < 0

# ---------- output ----------
print("ONE SIGNAL")
print(f"levels: {levels[0]:.1f} and {levels[1]:.1f} nA, step {step:.1f} nA")
print(f"rate up {up:.0f} 1/s, rate down {down:.0f} 1/s, sum {g:.0f} 1/s")
print(f"occupation of upper level: {p1:.4f}")
print(f"variance A: {A:.4f} nA^2")
print(f"correlation time 1/g: {1e3 / g:.3f} ms")
print(f"corner frequency g/(2 pi): {g / TWO_PI:.2f} Hz")
print(f"plateau 4A/g: {4 * A / g:.5f} nA^2/Hz")
print(f"simulation: {records} records of {duration:.1f} s")
for f, value in zip(sim_freqs, sim_spectrum):
    print(f"f = {f:5.0f} Hz: S formula {lorentzian(f, A, g):.4e},"
          f" simulated {value:.4e} nA^2/Hz")
print("MANY SIGNALS")
print(f"number N: {N}, step {small_step:.2f} nA, variance each {A1:.5f} nA^2")
print(f"total variance N A: {NA:.4f} nA^2")
print(f"rates from {g1:.0f} to {g2:.0e} 1/s, L = {L:.4f}")
print(f"cutoff frequencies: {f1:.4f} Hz and {f2:.4e} Hz")
print(f"1/f coefficient N A / L: {NA / L:.5f} nA^2")
print("columns: f (Hz), S (nA^2/Hz), S/(1/f law), local exponent")
for f in table_freqs:
    print(f"{f:11.4e}  {averaged_numeric(f):.4e}  "
          f"{averaged_numeric(f) / one_over_f(f):.4f}  {exponent(averaged_numeric, f):.4f}")
print(f"low-frequency plateau: {plateau:.4f} nA^2/Hz")
print(f"1/f law good to 10 percent from {f_low10:.3f} Hz to {f_high10:.4e} Hz")
print(f"area of full spectrum: {total_area:.4f} nA^2")
print(f"area of 1/f law between cutoffs: {law_area:.4f} nA^2")
print(f"S at {f_probe:.0f} Hz: {averaged_numeric(f_probe):.4e} nA^2/Hz,"
      f" 1/f law {one_over_f(f_probe):.4e} nA^2/Hz")
print(f"relative sample scatter at {f_probe:.0f} Hz: formula {100 * scatter_formula:.2f} %,"
      f" simulated {100 * scatter_sim:.2f} %")
print(f"barrier span L k T at {temperature:.0f} K: {barrier_span:.1f} meV")
print(f"exponent at {f_probe:.0f} Hz: log-uniform rates {slope_log:.4f},"
      f" uniform rates {slope_uniform:.4f}")
print("tests ok")
```

It prints:

```
ONE SIGNAL
levels: 5.0 and 7.0 nA, step 2.0 nA
rate up 300 1/s, rate down 100 1/s, sum 400 1/s
occupation of upper level: 0.7500
variance A: 0.7500 nA^2
correlation time 1/g: 2.500 ms
corner frequency g/(2 pi): 63.66 Hz
plateau 4A/g: 0.00750 nA^2/Hz
simulation: 6000 records of 1.0 s
f =    20 Hz: S formula 6.8263e-03, simulated 6.8724e-03 nA^2/Hz
f =    60 Hz: S formula 3.9719e-03, simulated 3.9151e-03 nA^2/Hz
f =   200 Hz: S formula 6.9000e-04, simulated 6.8626e-04 nA^2/Hz
f =   600 Hz: S formula 8.3494e-05, simulated 8.2729e-05 nA^2/Hz
MANY SIGNALS
number N: 400, step 0.10 nA, variance each 0.00250 nA^2
total variance N A: 1.0000 nA^2
rates from 1 to 1e+06 1/s, L = 13.8155
cutoff frequencies: 0.1592 Hz and 1.5915e+05 Hz
1/f coefficient N A / L: 0.07238 nA^2
columns: f (Hz), S (nA^2/Hz), S/(1/f law), local exponent
 1.0000e-02  2.8915e-01  0.0399  -0.0026
 1.5915e-01  2.2740e-01  0.5000  -0.3634
 1.0000e+00  6.5109e-02  0.8995  -0.8901
 1.0000e+01  7.1646e-03  0.9898  -0.9898
 1.5915e+02  4.5421e-04  0.9987  -1.0000
 1.0000e+03  7.2086e-05  0.9959  -1.0039
 1.0000e+04  6.9490e-06  0.9600  -1.0415
 1.5915e+05  2.2740e-07  0.5000  -1.6366
 1.0000e+07  7.3332e-11  0.0101  -1.9998
low-frequency plateau: 0.2895 nA^2/Hz
1/f law good to 10 percent from 1.005 Hz to 2.5207e+04 Hz
area of full spectrum: 1.0000 nA^2
area of 1/f law between cutoffs: 1.0000 nA^2
S at 100 Hz: 7.2280e-04 nA^2/Hz, 1/f law 7.2382e-04 nA^2/Hz
relative sample scatter at 100 Hz: formula 6.71 %, simulated 6.69 %
barrier span L k T at 300 K: 357.2 meV
exponent at 100 Hz: log-uniform rates -0.9994, uniform rates -0.1356
tests ok
```
